# Chemical potential of copper atoms in a 5 nm particle

## Problem

A thin copper film in an interconnect has broken up on heating and left small particles behind. Treat one of them as an isolated, neutral sphere of pure copper with radius $R=5$ nm. Its surface energy is $\gamma=1.8$ J/m², the same for every surface orientation and independent of size. Each atom occupies the volume $\Omega=0.0118$ nm³.

(a) Show that an atom in this particle has a chemical potential 0.053 eV higher than an atom in bulk copper with a flat surface, at the same temperature and ambient pressure.

(b) Does the result depend on where on the surface the atoms are added?

(c) Find the average surface energy per atom of the particle. Why does it differ from the answer to (a)?

(d) By what factor does the equilibrium vapour pressure of the particle exceed that of flat copper at 300 K, and at an anneal temperature of 673 K? Keep $\gamma$, $\Omega$ and $R$ fixed.

(e) The surface also squeezes the particle. Estimate how much this elastic compression changes the answer to (a). Use a surface stress $f=2.0$ J/m² and a bulk modulus $K=140$ GPa, both rough values.

## Hints

**For (a).** The chemical potential is the change in free energy when one atom is added. Write the free energy of $N$ atoms as a bulk part plus a surface part, and ask how much area one more atom creates. What happens to the area of a flat crystal face when a complete layer is added?

**For (b).** Displace the surface outward by a small, smooth amount that varies from place to place. Compare the changes of area and volume to first order.

**For (c).** Imagine building the particle atom by atom. Did the earlier atoms cost as much as the last one?

**For (d).** In equilibrium an atom has the same chemical potential in the solid and in the vapour. For a dilute ideal vapour, find how the chemical potential depends on pressure.

**For (e).** Let the sphere shrink by a small uniform strain. Balance the elastic energy against the work done by the surface stress, then see how the energy gained depends on $N$.

## Solution

### (a) The cost of one more atom

Let $\mu_{\rm flat}$ be the chemical potential of an atom in flat bulk copper. Adding complete layers to a flat face moves the face forward without changing its area, so $\mu_{\rm flat}$ contains no surface cost. For the sphere the free energy at fixed temperature and ambient pressure is

$$G(N)=N\mu_{\rm flat}+\gamma A,\qquad A=4\pi R^2 .$$

Compression of the solid is left out here and restored in (e). The radius is tied to the number of atoms by

$$N\Omega=\frac{4\pi}{3}R^3 .$$

Differentiating both sides with respect to $N$ gives

$$\Omega=4\pi R^2\frac{dR}{dN}\quad\Rightarrow\quad \frac{dR}{dN}=\frac{\Omega}{4\pi R^2}.$$

This says that the volume of one atom, spread over the whole surface, makes a shell of thickness $dR/dN$. The area therefore grows by

$$\frac{dA}{dN}=8\pi R\,\frac{dR}{dN}=8\pi R\,\frac{\Omega}{4\pi R^2}=\frac{2\Omega}{R}.$$

The chemical potential in the particle is $\mu=dG/dN=\mu_{\rm flat}+\gamma\,dA/dN$, so the raise is

$$\Delta\mu=\mu-\mu_{\rm flat}=\frac{2\gamma\Omega}{R}.$$

It vanishes as $R\to\infty$, as it must for a surface that becomes flat.

For the numbers, $\gamma=1.8$ J/m² is 11.235 eV/nm². One added atom creates the area

$$\frac{2\Omega}{R}=\frac{2\times0.0118\ \text{nm}^3}{5.0\ \text{nm}}=0.00472\ \text{nm}^2,$$

and hence

$$\Delta\mu=11.235\ \text{eV/nm}^2\times0.00472\ \text{nm}^2=0.053\ \text{eV},$$

or 5.1 kJ/mol. This is the value to be shown.

The derivative treats $N$ as continuous. The particle has a volume of 523.6 nm³ and so contains about 44 400 atoms. Since the surface energy varies as $N^{2/3}$, the true difference between $N+1$ and $N$ atoms departs from the derivative by a relative amount of about $-1/(6N)$, a few parts in a million. Within this model the continuous treatment is harmless.

### (b) Where the atoms are added

Describe the displaced surface by $r=R+u$, where $u$ is a small, smooth function of direction. With $d\omega$ the element of solid angle and $\nabla_\omega$ the gradient on the unit sphere, the volume and area are

$$V=\int\frac{r^3}{3}\,d\omega,\qquad A=\int r^2\sqrt{1+\frac{|\nabla_\omega r|^2}{r^2}}\;d\omega .$$

The gradient of $r$ is the gradient of $u$, and it enters squared. To first order in $u$ the square root is therefore 1. Expanding the powers of $r$ gives

$$\delta V=\int R^2u\,d\omega,\qquad \delta A=\int 2Ru\,d\omega=\frac{2}{R}\,\delta V .$$

The function $u$ has dropped out. A given small volume creates the same new area whether it is spread evenly or placed in a shallow mound on one side. For $R=5$ nm the ratio $\delta A/\delta V$ is $2/R=0.4$ nm⁻¹. As a test, the area and volume integrals were evaluated numerically for a small outward displacement and for the opposite inward one, and the difference in area was divided by the difference in volume. A uniform displacement and one concentrated around a pole both gave 0.40000 nm⁻¹.

So the answer is no, to first order and for smooth displacements. The result does not describe a single atom sitting on top of a terrace, whose energy depends on its bonds to its neighbours. The chemical potential concerns reversible exchange, in which atoms join and leave the surface without a lasting change in its structure.

The argument also covers a particle resting on a substrate. Choose $u$ to be zero outside the exposed spherical cap and to go smoothly to zero at its edge. The same $2/R$ follows, with $R$ now the radius of curvature of the exposed surface and $\gamma$ its energy. This choice holds the contact line fixed. If the edge moves as well, the energies of the substrate surface and of the interface enter, and the result stays $2/R$ only when the contact angle has its equilibrium value.

### (c) Average and marginal cost

The total surface energy is 11.235 eV/nm² × 314.2 nm², about 3530 eV. Shared among all the atoms it gives

$$\frac{\gamma A}{N}=\gamma\,4\pi R^2\,\frac{3\Omega}{4\pi R^3}=\frac{3\gamma\Omega}{R}=0.080\ \text{eV}.$$

This is $3/2$ times the answer to (a). The reason is that $\Delta\mu\propto1/R$: in this model, atoms added while the particle was smaller cost more than the last one. The average remembers those earlier costs.

An atom deciding, so to speak, between this particle and flat bulk copper responds to the change of free energy on transfer. That change is the marginal cost $2\gamma\Omega/R$. The average cost answers a different question: how much free energy per atom is released when the whole particle is absorbed into flat bulk copper.

### (d) Vapour pressure

For $n$ atoms of a dilute ideal vapour in a volume $V_g$, the free energy is $F=-k_BT\ln(q^n/n!)$, where $q$ is proportional to $V_g$ at fixed temperature. With $\ln n!\approx n\ln n-n$,

$$F=-k_BT\,(n\ln q-n\ln n+n),$$

$$\mu_{\rm gas}=\frac{\partial F}{\partial n}=-k_BT\,(\ln q-\ln n-1+1)=k_BT\ln\frac{n}{q}.$$

Because $n/V_g=p/(k_BT)$, this is $\mu_{\rm gas}=c(T)+k_BT\ln p$, where $c(T)$ does not depend on pressure. Equilibrium with the flat solid and with the particle requires

$$\mu_{\rm flat}=c+k_BT\ln p_{\rm flat},\qquad \mu_{\rm flat}+\Delta\mu=c+k_BT\ln p .$$

Subtracting the first from the second gives

$$\frac{p}{p_{\rm flat}}=\exp\!\left(\frac{\Delta\mu}{k_BT}\right).$$

At 300 K, $k_BT=0.02585$ eV and the ratio is $\exp(0.05303/0.02585)=7.8$. At 673 K, $k_BT=0.05799$ eV and the ratio is $\exp(0.05303/0.05799)=2.5$. The relative excess falls on heating because the same energy is compared with a larger $k_BT$. This says nothing about how fast atoms move. For copper the pressures themselves are vanishingly small at both temperatures, so the ratio is best read as a measure of the driving force; evaporation is not a practical path for moving atoms between such particles.

The raise equals $k_BT$ at 300 K when $R=2\gamma\Omega/(k_BT)=10.3$ nm. For radii well above this, the exponential is close to $1+\Delta\mu/k_BT$ and curvature is a small correction to the vapour pressure. For smaller radii it changes the pressure by more than a factor $e$.

The equilibrium is unstable at fixed vapour pressure. If the particle loses a few atoms, $R$ falls, $\Delta\mu$ rises, and it tends to lose more. If it gains a few, the opposite happens. For the same reason, two particles that can exchange atoms do not remain equal partners. The raise is 0.053 eV at 5 nm but 0.013 eV at 20 nm, so moving an atom from the smaller to the larger particle lowers the free energy by about 0.040 eV. The large particle grows at the expense of the small one, provided that the atoms have a path and enough time.

### (e) Elastic compression

In a solid, two surface quantities must be kept apart. The surface energy $\gamma$ is the cost of creating new surface. The surface stress $f$ measures the work of stretching surface that already exists. For a liquid they are equal; for a solid they generally differ.

Let $R$ be the radius before compression and $\varepsilon$ a uniform linear strain, negative for shrinkage. To lowest order the volume changes by the fraction $3\varepsilon$ and the area by $2\varepsilon$. The energy of straining is

$$E(\varepsilon)=\frac K2(3\varepsilon)^2\,\frac{4\pi R^3}{3}+f\,(2\varepsilon)\,4\pi R^2
=6\pi KR^3\varepsilon^2+8\pi fR^2\varepsilon .$$

Setting $dE/d\varepsilon=12\pi KR^3\varepsilon+8\pi fR^2$ to zero gives

$$\varepsilon=-\frac{2f}{3KR},\qquad P=-3K\varepsilon=\frac{2f}{R},$$

where $P$ is the internal pressure in excess of ambient. At this strain the quadratic term is

$$6\pi KR^3\,\frac{4f^2}{9K^2R^2}=\frac{8\pi f^2R}{3K},$$

and the linear term is $-16\pi f^2R/(3K)$. Their sum is

$$E_{\min}=-\frac{8\pi f^2R}{3K}.$$

Its contribution to the chemical potential follows from $dR/dN=\Omega/(4\pi R^2)$:

$$\Delta\mu_{\rm el}=\frac{dE_{\min}}{dN}=-\frac{8\pi f^2}{3K}\,\frac{\Omega}{4\pi R^2}=-\frac{2f^2\Omega}{3KR^2}.$$

For the example, the pressure is 0.80 GPa and the strain is −0.19 percent. With 5 nm taken as the radius before compression, the correction is −56 µeV, about 0.1 percent of $\Delta\mu$. If 5 nm is instead the radius of the compressed particle, the radius before compression is 5.01 nm and the main term is slightly lower too. The total change is then −157 µeV, about 0.3 percent. Either way the change falls as $1/R^2$, faster than the main term.

The pressure is far from small, yet it hardly matters here. Multiplying it by $\Omega$ would give $2f\Omega/R$, which agrees with the leading exchange cost $2\gamma\Omega/R$ if $f=\gamma$, as in a liquid. In a solid the leading cost contains $\gamma$, while $f$ enters through the small relaxation energy.

### How the example compares with real particles

The values of $\gamma$ and $\Omega$ are reasonable for clean solid copper, and 673 K is a plausible anneal temperature. A radius of 5 nm is small: islands left by a broken film can be tens of nanometres across or larger, and at $R=20$ nm the raise is already down to 0.013 eV. Heating from 300 K to 673 K alters the inputs slightly. With a rough slope of −0.2 mJ/m² per kelvin, the fall of $\gamma$ changes $\Delta\mu$ by −0.0022 eV. With a rough linear expansion of 17 ppm/K, the growth of $\Omega$ at fixed $R$ changes it by +0.0010 eV. Together they lower the raise at fixed $R$ by about 2 percent. The assumption of a clean, free surface is more fragile. Adsorbed species change $\gamma$. For a covering, take its amount as fixed while the particle grows. If it is much thicker than $R$, $\gamma$ is replaced by the energy of the interface between copper and covering. A thinner layer, such as an oxide of a few nanometres, also has an outer surface that must grow noticeably with the particle. If the layer is much thinner than $R$, the energies of both its surfaces count in full; in between, the outer one counts in part. $\Delta\mu$ follows in proportion as long as the covering gives way without stress. A stiff covering adds elastic work, which is not included here. If, for illustration, the energy that replaces $\gamma$ were 1.2 J/m², the raise at 5 nm would be 0.035 eV.

## Variation 1: a faceted particle

**Question.** The particle is a truncated octahedron with the same volume as the sphere, and it grows without changing shape. Every facet still costs 1.8 J/m². What is the raise?

**Solution.** At fixed shape, $A=cV^{2/3}$ with a constant $c$. Therefore

$$\frac{dA}{dV}=\frac23\,cV^{-1/3}=\frac{2A}{3V},\qquad \Delta\mu=\gamma\Omega\,\frac{dA}{dV}=\frac{2\gamma A\Omega}{3V}.$$

For a sphere $A/V=3/R$, and the earlier formula returns. At equal volume, the raise scales with the area.

Let the edge length be $a$. The solid has six square faces and eight regular hexagons, so

$$A=6a^2+8\,\frac{3\sqrt3}{2}a^2=(6+12\sqrt3)\,a^2 .$$

It is an octahedron of edge $3a$, with volume $9\sqrt2\,a^3$, from which six corner pyramids of volume $\sqrt2\,a^3/6$ each have been cut. This leaves $V=8\sqrt2\,a^3$. A sphere of volume $V$ has area $(36\pi)^{1/3}V^{2/3}$, so

$$\frac{A}{A_{\rm sphere}}=\frac{6+12\sqrt3}{(36\pi)^{1/3}(8\sqrt2)^{2/3}}=1.099 .$$

The raise becomes 0.058 eV, which is 0.005 eV or 10 percent above the sphere. The vapour pressure ratio at 300 K goes from 7.8 to 9.5, a larger relative change than that of the raise itself, because the raise exceeds $k_BT$ at this temperature.

This is an average cost over the facets for growth at fixed shape. With equal $\gamma$ in every direction the sphere would be the preferred shape. The facets of a crystal in equilibrium lie at orientations where the surface energy has a cusp, typically a sharp minimum. Suppose that 1.8 J/m² is an average over all orientations and that the truncated octahedron is the equilibrium shape. For the regular solid used here this requires unequal facet energies, with the square faces costing $2/\sqrt3\approx1.15$ times as much as the hexagons. Its total surface energy is then the lowest possible at this volume, and so no higher than that of the sphere, which samples all orientations equally. In that case the facets do not increase the raise at all.

## Variation 2: a surface energy that depends on size

**Question.** Suppose that the surface energy of a small sphere is $\gamma(R)=\gamma(1-2\delta/R)$, with $\delta$ a length much smaller than $R$. How does the raise change for $\delta=0.1$ nm?

**Solution.** The surface part of the free energy is now

$$G_s=4\pi R^2\gamma\left(1-\frac{2\delta}{R}\right)=4\pi\gamma\,(R^2-2\delta R).$$

Differentiate with respect to $R$ and multiply by $dR/dN$:

$$\Delta\mu=8\pi\gamma\,(R-\delta)\,\frac{\Omega}{4\pi R^2}=\frac{2\gamma\Omega}{R}\left(1-\frac{\delta}{R}\right).$$

For $R=5$ nm the change is −0.0011 eV, or −2 percent. The surface energy itself has fallen by $2\delta/R$, which is 4 percent. The raise falls by half as much because adding an atom also increases $R$, and with it $\gamma(R)$ over the whole surface.

The length chosen is only a rough size, and its sign is uncertain for a real solid particle; a negative $\delta$ would increase the raise. The expression is the start of an expansion in $\delta/R$. It can be trusted only while $R$ is much larger than $|\delta|$, and a particle of a few atoms needs a calculation that treats the atoms individually.

## Numbers as computed

```
surface energy: 1.8 J/m^2
surface energy converted: 11.235 eV/nm^2
atomic volume: 0.0118 nm^3
particle radius: 5.0 nm
particle volume: 523.6 nm^3
number of atoms: 44373
sphere area: 314.2 nm^2
total surface energy: 3529 eV
area added per atom, 2*omega/R: 0.00472 nm^2
chemical potential raise, formula: 0.05303 eV
same, in molar units: 5.12 kJ/mol
cost of one more atom, explicit: 0.05303 eV
average surface energy per atom: 0.07954 eV
dA/dV, uniform growth: 0.40000 1/nm
dA/dV, bump at one pole: 0.40000 1/nm
raise at R = 2 nm: 0.13257 eV
raise at R = 5 nm: 0.05303 eV
raise at R = 20 nm: 0.01326 eV
raise at R = 100 nm: 0.00265 eV
thermal energy kT at 300 K: 0.02585 eV
vapour pressure ratio at 300 K: 7.78 (no unit)
thermal energy kT at 673 K: 0.05799 eV
vapour pressure ratio at 673 K: 2.50 (no unit)
radius where raise = kT at 300 K: 10.26 nm
facets, area relative to sphere: 1.0990 (no unit)
facets, raise at equal volume: 0.05828 eV
facets, shift of raise: +0.00525 eV
facets, vapour ratio at 300 K: 9.53 (no unit)
curvature length delta (rough): 0.1 nm
curvature, shift for positive delta: -0.00106 eV
slope of gamma (rough): -0.2 mJ/m^2/K
heating to 673 K, shift from gamma: -0.00220 eV
linear expansion (rough): 17 ppm/K
heating to 673 K, shift from volume: +0.00102 eV
surface stress (rough): 2.0 J/m^2
bulk modulus (rough): 140 GPa
internal pressure: 0.802 GPa
linear elastic strain: -0.191 percent
elastic shift of raise: -56.1 micro-eV
```
